# Inelastic shot-noise jump in a symmetric single-channel contact

## Problem

A spin-degenerate level of energy $\varepsilon_0$ joins two leads. Each lead gives it the same width $\Gamma_L=\Gamma_R=\gamma$, so $\gamma$ is also the half-width of the level. Its electron number $n_d=d^\dagger d$, summed over spin, couples to one vibration:

$$H_{\rm int}=\lambda\,n_d\,(b+b^\dagger),\qquad H_{\rm vib}=\hbar\omega\,b^\dagger b .$$

The electron temperature is zero and the left lead is raised by $eV>0$. Assume that

- $\hbar\omega,\ eV\ll\gamma$, so that scattering amplitudes are constant in energy over the bias window;
- a bath returns the vibration to its ground state before an emitted quantum can act on later electrons;
- order $\lambda^2$ suffices, and Coulomb interaction is left out.

The mean electron number displaces the vibration and lowers the level by $2\lambda^2\langle n_d\rangle/\hbar\omega$. Let $\varepsilon_0$ include this static shift. With $a=E_F-\varepsilon_0$, the elastic transmission is $T=\gamma^2/(a^2+\gamma^2)$. The noise convention is $S=2\int dt\,\langle\delta I(t)\,\delta I(0)\rangle$, for which independent charges give $S=2eI$. Let $G_0=2e^2/h$.

**(a)** Find the rate of vibration emission and the bias range that feeds it.

**(b)** Find the jumps of $dI/dV$ and $dS/dV$ at $eV=\hbar\omega$. Show that the noise jump changes sign at $T=(2\pm\sqrt2)/4$.

**(c)** Show that virtual processes add no singularity at this threshold for equal couplings.

**(d)** Evaluate the jumps for $\hbar\omega=15$ meV, $\gamma=1$ eV, $\lambda=0.05$ eV, and judge the assumptions.

## Solution

### (a) Emission and Pauli blocking

Treat one spin first. Let $a_L(E),a_R(E)$ be the incoming scattering modes without vibration. With $G=1/(a+i\gamma)$, the amplitudes into the right lead are

$$S_{RL}=-i\gamma G=\frac{-i\gamma}{a+i\gamma},\qquad S_{RR}=1-i\gamma G=\frac{a}{a+i\gamma},$$

and $|S_{RL}|^2=T$. The level contains the two incoming modes with equal weight:

$$d=\int dE\,\sqrt{\frac{\gamma}{\pi}}\;G\,c(E),\qquad c=\frac{a_L+a_R}{\sqrt2}.$$

Its density of states is therefore $\rho=\gamma|G|^2/\pi=T/(\pi\gamma)$.

Observe for a long time $t_0$ and divide energy into bins of width $h/t_0$, with one normalized mode per lead and bin. To first order, the part of the scattering operator that creates a quantum is

$$S_1=-\frac{i\lambda}{\hbar}\int_0^{t_0}dt\,n_d(t)\,e^{i\omega t}\,b^\dagger .$$

The time integral selects electron transitions from $E$ to $E-\hbar\omega$ and supplies a factor $t_0$. Replacing continuum modes by bin modes supplies $\rho\,h/t_0$. Thus

$$S_1=-i\,2\pi\lambda\rho\sum_E J_E\,b^\dagger,\qquad J_E=c^\dagger_{E-\hbar\omega}\,c_E .$$

Since $2\pi\lambda\rho=2\lambda T/\gamma$, and there are $t_0/h$ bins per unit energy, the weight of $J_E$ processes per unit time and energy is

$$w=\frac{4}{h}\Big(\frac{\lambda}{\gamma}\Big)^2T^2 .$$

Below both Fermi levels each bin is full. Above both it is empty. Inside the window only the left incoming mode is filled. $J_E$ needs an electron at $E$ and room at $E-\hbar\omega$, which is lower, so both energies must lie in the window. The available range is

$$(eV-\hbar\omega)\,\theta(eV-\hbar\omega).$$

In the window $\langle c^\dagger c\rangle=\langle cc^\dagger\rangle=\tfrac12$. The emission rate per spin is therefore $\tfrac14 w(eV-\hbar\omega)$ above threshold, and the total rate for both spins is $\tfrac12 w(eV-\hbar\omega)$.

### (b) Mean charge and variance

Emission also changes the amplitude for no emission. Let $S_2$ be the second-order operator that leaves the vibration in its ground state. Unitarity at this order reads $S_2+S_2^\dagger=-S_1^\dagger S_1$, so

$$S_2=-\tfrac12S_1^\dagger S_1-iX,\qquad X=X^\dagger .$$

Part (c) treats $X$. Let $Q$ be the number of electrons leaving on the right. The incoming number there is fixed and affects neither changes of the mean nor the variance. $Q$ conserves the electron number in each bin, so different $J_E$ do not interfere. For $O=Q$ or $Q^2$, each pair of bins contributes, before the weight $w$,

$$\delta\langle O\rangle=\langle J^\dagger OJ\rangle-\tfrac12\langle J^\dagger JO+OJ^\dagger J\rangle .$$

Label the upper bin 1 and the lower bin 2, so that $J=c_2^\dagger c_1$ and $Q=Q_1+Q_2$.

**After emission.** The upper bin is empty and the lower bin is full. A full bin sends $|S_{RL}|^2+|S_{RR}|^2=1$ electron to the right without fluctuation. The norm of $J|\Phi\rangle$ squared is $\tfrac14$, hence

$$\langle J^\dagger QJ\rangle=\langle J^\dagger Q^2J\rangle=\tfrac14 .$$

**Without emission.** Here $J^\dagger J=c_1^\dagger c_1\,c_2c_2^\dagger$. Let $|L\rangle$ and $|R\rangle$ denote one electron in the left or right incoming mode of a bin. Then

$$\langle L|c^\dagger c=\tfrac12(\langle L|+\langle R|),\quad \langle L|Q_j|L\rangle=T,\quad \langle R|Q_j|L\rangle=S_{RR}^*S_{RL}=-i\tau,$$

with $\tau=a\gamma/(a^2+\gamma^2)$ and $\tau^2=T(1-T)$. Using $cc^\dagger=1-c^\dagger c$,

$$\langle c_1^\dagger c_1Q_1\rangle=\tfrac12(T-i\tau),\qquad \langle c_2c_2^\dagger Q_2\rangle=T-\tfrac12(T-i\tau)=\tfrac12(T+i\tau).$$

The other bin contributes a factor $\tfrac12$ in the mean:

$$\langle J^\dagger JQ\rangle=\tfrac14(T-i\tau)+\tfrac14(T+i\tau)=\frac T2 .$$

For the square, $Q_j^2=Q_j$ in a bin holding one electron. The first two terms again give $T/2$, and the cross term gives

$$2\cdot\tfrac12(T-i\tau)\cdot\tfrac12(T+i\tau)=\tfrac12(T^2+\tau^2)=\frac T2 .$$

Thus $\langle J^\dagger JQ^2\rangle=T$. Both expectations are real, so reversing the operator order changes nothing:

$$\delta\langle Q\rangle=\frac14-\frac T2,\qquad \delta\langle Q^2\rangle=\frac14-T .$$

Other bins are uncorrelated with this pair in the initial state, and their mean charge cancels from the change of variance. As $\langle Q\rangle=2T$ for the pair,

$$\delta\,{\rm Var}\,Q=\delta\langle Q^2\rangle-2\langle Q\rangle\,\delta\langle Q\rangle
=\frac14-T-4T\Big(\frac14-\frac T2\Big)=\frac14-2T+2T^2 .$$

Multiply by $w$ and by the range from part (a). Current is $e$ times the charge rate. Noise is $2e^2$ times the variance rate. Two spins double both. Differentiating with respect to $V$ gives one more factor $e$, and the jumps are

$$\boxed{\Delta\frac{dI}{dV}=G_0\Big(\frac{\lambda}{\gamma}\Big)^2T^2(1-2T)}$$

$$\boxed{\Delta\frac{dS}{dV}=2eG_0\Big(\frac{\lambda}{\gamma}\Big)^2T^2(1-8T+8T^2)}$$

Write $u=1-2T$. The last bracket is $2u^2-1$, which vanishes at $u=\pm1/\sqrt2$, or

$$T=\frac12\Big(1\pm\frac1{\sqrt2}\Big)=\frac{2\pm\sqrt2}{4}\simeq0.146,\ 0.854 .$$

The jump is positive for $0<T<0.146$, negative between the roots, and positive above $0.854$. At $T=0$ it vanishes through $T^2$, without another sign change.

The two ends have a direct meaning. For $T\to0$, the extra noise is $2e$ times the extra current, as for rare independent transfers. At $T=1$, two incoming electrons would both be transmitted, but after emission one emerges on the right. Each emission removes one charge from a noiseless stream. The current slope falls, while the noise slope rises by $2e$ times the size of that fall. Between the roots, the elastic back-action $-T$ and the change-of-mean term $-T+2T^2$ have a sum below $-\tfrac14$, which outweighs the $\tfrac14$ left by emission.

### (c) Virtual processes

The operator $X$ contains intermediate states that do not conserve energy. Its exchange terms have the form $J^\dagger J\,P/(E_1-E_2-\hbar\omega)$ for any two energies, where $P$ denotes the principal value. They change $\langle O\rangle$ through $i\langle[J^\dagger J,O]\rangle$.

The denominator can vanish only for $E_1>E_2$. Pauli blocking then again requires both energies in the window. If the commutator had a nonzero expectation $C$, its bias derivative would contain

$$C\,\frac{d}{d(eV)}\int_0^{eV}dx\,(eV-x)\frac{P}{x-\hbar\omega}
=C\ln\left|\frac{eV-\hbar\omega}{\hbar\omega}\right| ,$$

because the number of energy pairs separated by $x$ is proportional to $eV-x$. But $\langle J^\dagger JQ\rangle$ and $\langle J^\dagger JQ^2\rangle$ were found to be real. Hence $C=0$ for both quantities. For $E_2>E_1$ the denominator has magnitude above $\hbar\omega$, and the contribution is smooth at threshold. The Hartree term transfers no energy; its denominator is $\hbar\omega$, so it is smooth there as well.

Away from resonance ($a\neq0$), equal coupling is essential. For $\Gamma_L=1.6\gamma$, $\Gamma_R=0.4\gamma$ and $a=0.7\gamma$, the numerical value of $4i\langle[J^\dagger J,Q]\rangle$ is $-0.722$. A logarithm then accompanies the step in $dI/dV$.

A separate Keldysh calculation tests the size of the jumps. It includes the real and virtual exchange terms, but not the Hartree term, and keeps the level's energy dependence, with $\hbar\omega=0.06\gamma$ and a Gaussian frequency spread of $0.004\gamma$. From the voltage curves at $T=0.30,\ 0.50,\ 0.8536,\ 0.95$, the noise bracket is $-0.680,\ -0.999,\ 0.000,\ 0.618$. The formula gives $-0.680,\ -1.000,\ 0.000,\ 0.620$. The jumps are read from slopes at points placed symmetrically about the threshold. A logarithm is even about the threshold and cancels in this reading, so its absence rests on the commutator argument above, not on this calculation.

### (d) Numbers and limits of the model

Here $(\lambda/\gamma)^2=0.0025$. For $T=0.95$,

$$\frac{\Delta(dS/dV)}{2eG_0}=0.0025\times0.9025\times0.620=1.40\times10^{-3}.$$

With $2eG_0=2.483\times10^{-23}$ A²/(Hz V), the jump is $3.47\times10^{-26}$ A²/(Hz V). The elastic noise slope is $T(1-T)=0.0475$ in units of $2eG_0$, so the jump is 2.9% of it. The conductance falls by 0.21% of its elastic value.

For $T=0.80$, the same couplings give $-4.48\times10^{-4}$ for the noise and $-9.60\times10^{-4}$ for the conductance, in units of $2eG_0$ and $G_0$. Thus the noise jump changes sign between these two transmissions while the conductance jump stays negative.

These parameters are a rough model of a gold single-atom contact, which has one nearly open channel and vibrations of order 10 meV. The coupling is illustrative. Conductance steps in gold atomic wires are roughly of order one percent, larger than the step here. Reaching one percent with the second-order formula would raise $\lambda^2/(\gamma\hbar\omega)$ from 0.17 to about 0.8, close to the value 0.83 at which the softened mode becomes unstable; with the mode softening below included, about 0.5 is needed. In either case second order is no longer a controlled approximation in this model. Real contacts can also have unequal couplings and further channels, so the roots are not universal material constants. Shot-noise measurements on gold atomic contacts place the sign change near $T\approx0.95$ rather than 0.854, so the example at $T=0.95$ illustrates the model and does not predict the sign for gold.

The static shift contained in $\varepsilon_0$ is not small: it is 0.33 eV per electron on the level, while $|a|=0.23$ eV at $T=0.95$. The quoted transmissions therefore belong to the contact with its vibration already displaced, not to the level at $\lambda=0$.

For the example at $T=0.95$, the neglected effects have these sizes:

- **Temperature.** At 4.2 K the usual thermal width $5.4k_BT$ is 1.95 meV. The jump becomes a rounded step, still narrow beside 15 meV.
- **Finite level width.** For a bias window centred on $E_F$, keeping the energy dependence lowers the noise bracket 0.620 by about 0.0002. It also restores a weak logarithm at threshold, even for equal couplings, with a coefficient proportional to $\hbar\omega/\gamma$: 0.004 in $dI/dV$ against a step of $-0.90$, both in units of $G_0(\lambda/\gamma)^2T^2$. If only the left lead is raised and the level stays fixed, the change is about 4%, with a sign set by that of $a$.
- **Mode softening.** The static electronic response lowers the vibration energy by $2\lambda^2T/(\pi\gamma)=1.5$ meV to leading order, from 15 to about 13.4 meV in full. The threshold lies at the softened energy. The softer mode also has a larger zero-point amplitude: $|\langle1|b+b^\dagger|0\rangle|^2$ grows by the ratio of bare to softened energy, 1.12. Both jumps are therefore about 12% larger than quoted above, while the brackets and the roots are unchanged.
- **Heating.** Take a rough lattice damping of 1.0 meV; electron-hole pairs add 0.043 meV. About five electrons arrive during one vibration lifetime, so the ground-state assumption is only approximate; it is useful because each electron is weakly affected. An estimate including the mean occupation, the level shift it causes, and the correlation between emission and transferred charge changes the bracket by $+0.045$, or 7%. At the upper root the effect is smaller, and the same kind of estimate moves the root down by about 0.0025.

With weaker lattice damping, heating grows and the ground-state assumption fails. The same estimate changes the bracket at $T=0.95$ by $+0.16$ for a damping of 0.24 meV and by about $+1.0$ with no lattice damping, while the upper root moves down by about 0.009 and 0.04. The size of the jump is thus more sensitive to damping than the position of the root, and both depart from the boxed results even for equal couplings.

## Calculated quantities

```
lower sign change, T = 0.146447
upper sign change, T = 0.853553
Keldysh voltage curve: T, k1, formula, k2, formula (no unit)
  0.3000 +0.399 +0.400 -0.680 -0.680
  0.5000 -0.000 +0.000 -0.999 -1.000
  0.8536 -0.706 -0.707 +0.000 +0.000
  0.9500 -0.898 -0.900 +0.618 +0.620
log coefficient, mean charge, equal leads = 9.0e-18 (no unit)
same, leads 1.6 and 0.4, detuning 0.7 = -0.722 (no unit)
vibration energy = 15.0 meV
level half-width gamma = 1.00 eV
coupling lambda = 0.050 eV
lattice damping (hbar x rate) = 1.0 meV
temperature = 4.2 K
(lambda/gamma)^2 = 0.00250
G0 = 7.74809e-05 S
2 e G0 = 2.4828e-23 A^2/(Hz V)
T | dI/dV jump (G0) | dS/dV jump (2eG0) | elastic dS/dV (2eG0)
  0.10 +2.000e-05 +7.000e-06 0.0900
  0.50 +0.000e+00 -6.250e-04 0.2500
  0.80 -9.600e-04 -4.480e-04 0.1600
  0.95 -2.031e-03 +1.399e-03 0.0475
T=0.95: noise-slope jump = 3.473e-26 A^2/(Hz V)
T=0.95: jump / elastic slope = 2.94 %
T=0.95: conductance jump / G = -0.214 %
Neglected effects at T=0.95
thermal width 5.4 kT = 1.95 meV
thermal vibration number = 1.0e-18
k2 flat level = 0.6200, finite width = 0.6198
electron-hole damping = 0.0431 meV
heating parameter = 0.0103 (no unit)
estimated heating change of k2 = +0.0446 (no unit)
electronic softening of the mode = 1.51 meV
lambda^2/(gamma hbar omega) = 0.167 (no unit)
```
